# The g-factor of a bound electron in the Dirac-Coulomb problem: a program that tests the result

```python
"""
Result under test: the g-factor of a bound Dirac-Coulomb level,
    g = kappa*(kappa*E/(m c^2) - 1/2) / (j*(j+1)),
defined by the first-order shift E' = g*mu_B*B*m_j in a weak field B along z.
Symbols: kappa = Dirac quantum number, j = |kappa| - 1/2, E = energy with
rest energy, zeta = Z*alpha, gamma = sqrt(kappa^2 - zeta^2), P and Q = large
and small radial functions, spinor = (P*Omega_kappa, i*Q*Omega_-kappa)/r.
Radial work uses energies in m c^2 and lengths in hbar/(m c).
Direct road: diagonalize the radial Hamiltonian, integrate the magnetic
perturbation over the eigenvector and over explicit spin-angular functions.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, lpmv, roots_genlaguerre

ALPHA = const.fine_structure
MC2_J = const.m_e * const.c**2
MC2_EV = MC2_J / const.e
LENGTH = const.hbar / (const.m_e * const.c)
MU_B = const.physical_constants["Bohr magneton"][0]


def solve_radial(zeta, kappa, decay, screening=0.0, size=20):
    """Eigenvalues, <beta> and integral of r*P*Q for V = -zeta*exp(-s r)/r."""
    gamma = sqrt(kappa**2 - zeta**2)
    x, w = roots_genlaguerre(60, 2 * gamma - 1)
    r = x / (2 * decay)
    poly, dpoly = [np.ones_like(x)], [np.zeros_like(x)]
    for k in range(size):
        lag = eval_genlaguerre(k, 2 * gamma + 2, x)
        dlag = -eval_genlaguerre(k - 1, 2 * gamma + 3, x) if k else 0 * x
        poly.append(x * lag)
        dpoly.append(lag + x * dlag)
    f = np.array(poly)
    df = 2 * decay * (np.array(dpoly) + (gamma / x - 0.5) * f)
    zero = np.zeros((size, len(x)))
    # the first basis vector carries the regular ratio Q/P at the origin
    P = np.vstack([zeta * f[:1], f[1:], zero])
    Q = np.vstack([(gamma + kappa) * f[:1], zero, f[1:]])
    dP = np.vstack([zeta * df[:1], df[1:], zero])
    dQ = np.vstack([(gamma + kappa) * df[:1], zero, df[1:]])
    weight = w * x
    norm = np.sqrt(((P**2 + Q**2) * weight).sum(axis=1))[:, None]
    P, Q, dP, dQ = P / norm, Q / norm, dP / norm, dQ / norm
    V = -zeta * np.exp(-screening * r) / r
    S = (P * weight) @ P.T + (Q * weight) @ Q.T
    H = ((P * weight * (1 + V)) @ P.T + (Q * weight * (V - 1)) @ Q.T
         + (P * weight) @ (-dQ + kappa * Q / r).T
         + (Q * weight) @ (dP + kappa * P / r).T)
    assert np.max(np.abs(H - H.T)) < 1e-8 * np.max(np.abs(H))
    energies, vectors = eigh((H + H.T) / 2, (S + S.T) / 2)
    p, q = vectors.T @ P, vectors.T @ Q
    beta = ((p**2 - q**2) * weight).sum(axis=1)
    rpq = (p * q * r * weight).sum(axis=1)
    return energies, beta, rpq


# ---- spin-angular functions on a quadrature grid ----
nodes, node_w = np.polynomial.legendre.leggauss(24)
phis = 2 * pi * np.arange(24) / 24
COS, PHI = np.meshgrid(nodes, phis, indexing="ij")
SOLID = np.outer(node_w, np.full(24, 2 * pi / 24))
SIN = np.sqrt(1 - COS**2)
NX, NY = SIN * np.cos(PHI), SIN * np.sin(PHI)


def harmonic(l, m):
    if abs(m) > l:
        return np.zeros_like(COS, dtype=complex)
    a = abs(m)
    c = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = c * lpmv(a, l, COS) * np.exp(1j * a * PHI)
    return y if m >= 0 else (-1)**a * y.conj()


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def omega(kappa, m):
    l = orbital_l(kappa)
    plus = sqrt((l + m + 0.5) / (2 * l + 1))
    minus = sqrt((l - m + 0.5) / (2 * l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * harmonic(l, round(m - 0.5)),
                     down * harmonic(l, round(m + 0.5))])


def cross_z(left, right):
    """<left| (n x sigma)_z |right> over the unit sphere."""
    a = (-1j * NX - NY) * right[1]
    b = (1j * NX - NY) * right[0]
    return np.sum(SOLID * (left[0].conj() * a + left[1].conj() * b))


def sigma_z(state):
    return np.sum(SOLID * (abs(state[0])**2 - abs(state[1])**2))


for kappa in (-3, -2, -1, 1, 2, 3):
    j = abs(kappa) - 0.5
    for m in np.arange(-j, j + 1):
        here, partner = omega(kappa, m), omega(-kappa, m)
        radial_spin = np.array([COS * here[0] + (NX - 1j * NY) * here[1],
                                (NX + 1j * NY) * here[0] - COS * here[1]])
        assert np.max(np.abs(radial_spin + partner)) < 1e-11
        assert abs(sigma_z(here) - m * (0.5 - kappa) / (j * (j + 1))) < 1e-11
        element = 1j * cross_z(here, partner)
        assert abs(element - m * kappa / (j * (j + 1))) < 1e-11
        # the degenerate partner level of opposite kappa is not mixed in
        assert abs(cross_z(here, here)) < 1e-11


def level_energy(zeta, n, kappa):
    gamma = sqrt(kappa**2 - zeta**2)
    return 1 / sqrt(1 + (zeta / (n - abs(kappa) + gamma))**2)


def g_formula(kappa, energy_ratio):
    j = abs(kappa) - 0.5
    return kappa * (kappa * energy_ratio - 0.5) / (j * (j + 1))


def g_lande(kappa):
    j, l = abs(kappa) - 0.5, orbital_l(kappa)
    return 1 + (j * (j + 1) + 0.75 - l * (l + 1)) / (2 * j * (j + 1))


def g_direct(kappa, rpq):
    """Shift of the perturbation e*c*alpha.A in SI, divided by mu_B*B*m_j."""
    m, field = 0.5, 1.0
    angular = 2 * (1j * cross_z(omega(kappa, m), omega(-kappa, m))).real
    shift = 0.5 * const.e * const.c * field * rpq * LENGTH * angular
    return shift / (MU_B * field * m)


def coulomb_level(Z, n, kappa):
    zeta = Z * ALPHA
    energies, beta, rpq = solve_radial(zeta, kappa, 1.15 * zeta / n)
    expected = level_energy(zeta, n, kappa)
    i = np.argmin(np.abs(energies - expected))
    assert abs(energies[i] - expected) < 1e-8
    assert abs(beta[i] - energies[i]) < 1e-7
    assert abs(rpq[i] - (2 * kappa * beta[i] - 1) / 4) < 1e-7
    g = g_direct(kappa, rpq[i])
    assert abs(g - g_formula(kappa, expected)) < 1e-6
    return energies[i], rpq[i], g


LEVELS = [("1s1/2", 1, -1), ("2s1/2", 2, -1), ("2p1/2", 2, 1),
          ("2p3/2", 2, -2), ("3d3/2", 3, 2), ("3d5/2", 3, -3)]

# ---- small Z*alpha: Lande value and leading correction ----
for name, n, kappa in LEVELS:
    j = abs(kappa) - 0.5
    assert abs(g_formula(kappa, 1.0) - g_lande(kappa)) < 1e-13
    g10 = coulomb_level(10, n, kappa)[2]
    correction = -(kappa * 10 * ALPHA / n)**2 / (2 * j * (j + 1))
    assert abs((g10 - g_lande(kappa)) / correction - 1) < 0.01

# ---- worked example: hydrogen-like lead ion ----
Z = 82
zeta = Z * ALPHA
gamma_1s = sqrt(1 - zeta**2)
print(f"fine-structure constant alpha = {ALPHA:.9f}")
print(f"electron rest energy = {MC2_EV / 1e3:.4f} keV")
print(f"reduced Compton length hbar/(mc) = {LENGTH * 1e12:.6f} pm")
print(f"Z = {Z}, Z*alpha = {zeta:.6f}, gamma(|kappa|=1) = {gamma_1s:.6f}")
print("Levels: E/mc2, E-mc2 in keV, integral r*P*Q in pm, g, Lande g")
found = {}
for name, n, kappa in LEVELS:
    E, rpq, g = coulomb_level(Z, n, kappa)
    found[name] = (E, g)
    print(f"{name} kappa={kappa:+d}: {E:.6f}, {(E - 1) * MC2_EV / 1e3:.4f}, "
          f"{rpq * LENGTH * 1e12:.6f}, {g:.6f}, {g_lande(kappa):.6f}")
breit = 2 * (1 + 2 * gamma_1s) / 3
assert abs(found["1s1/2"][1] - breit) < 1e-6
print(f"Breit value (2/3)(1+2 gamma) for 1s, Z=82: {breit:.6f}")
splitting = found["1s1/2"][1] * MU_B * 1.0 / const.e
print(f"1s Zeeman splitting at 1 T = {splitting * 1e6:.3f} micro-eV")
gap = (found["2p3/2"][0] - found["2p1/2"][0]) * MC2_EV
print(f"2p3/2 - 2p1/2 gap, Z=82 = {gap / 1e3:.4f} keV")

print("Trend of the 1s g-factor with Z: direct g, g minus 2")
for charge in (10, 30, 50, 70, 82):
    g = coulomb_level(charge, 1, -1)[2]
    assert abs(g - 2 * (1 + 2 * sqrt(1 - (charge * ALPHA)**2)) / 3) < 1e-6
    print(f"Z={charge}: {g:.6f}, {g - 2:.6f}")

# ---- screened potential: <beta> still gives g, the energy does not ----
strength, screening = 0.6, 0.12
print(f"Screened model V/mc2 = -{strength} exp(-{screening} x)/x, x = r mc/hbar")
for kappa in (-1, -2):
    energies, beta, rpq = solve_radial(strength, kappa,
                                       strength / abs(kappa), screening)
    i = np.where(energies > 0)[0][0]
    assert energies[i] < 1
    g = g_direct(kappa, rpq[i])
    g_beta, g_energy = g_formula(kappa, beta[i]), g_formula(kappa, energies[i])
    assert abs(g - g_beta) < 1e-6
    assert abs(g - g_energy) > 1e-3
    print(f"kappa={kappa}: E/mc2={energies[i]:.6f}, <beta>={beta[i]:.6f}, "
          f"direct g={g:.6f}")
    print(f"  g from <beta>={g_beta:.6f}, g from E/mc2={g_energy:.6f}")

print("all tests passed")
```

Printed output:

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510.9990 keV
reduced Compton length hbar/(mc) = 0.386159 pm
Z = 82, Z*alpha = 0.598383, gamma(|kappa|=1) = 0.801210
Levels: E/mc2, E-mc2 in keV, integral r*P*Q in pm, g, Lande g
1s1/2 kappa=-1: 0.801210, -101.5813, -0.251237, 1.734947, 2.000000
2s1/2 kappa=-1: 0.949002, -26.0598, -0.279773, 1.932003, 2.000000
2p1/2 kappa=+1: 0.949002, -26.0598, 0.086693, 0.598670, 0.666667
2p3/2 kappa=-2: 0.954193, -23.4073, -0.465010, 1.284473, 1.333333
3d3/2 kappa=+2: 0.979484, -10.4838, 0.281697, 0.778116, 0.800000
3d5/2 kappa=-3: 0.979906, -10.2681, -0.664139, 1.179332, 1.200000
Breit value (2/3)(1+2 gamma) for 1s, Z=82: 1.734947
1s Zeeman splitting at 1 T = 100.425 micro-eV
2p3/2 - 2p1/2 gap, Z=82 = 2.6526 keV
Trend of the 1s g-factor with Z: direct g, g minus 2
Z=10: 1.996445, -0.003555
Z=30: 1.967657, -0.032343
Z=50: 1.908079, -0.091921
Z=70: 1.812921, -0.187079
Z=82: 1.734947, -0.265053
Screened model V/mc2 = -0.6 exp(-0.12 x)/x, x = r mc/hbar
kappa=-1: E/mc2=0.863540, <beta>=0.807730, direct g=1.743641
  g from <beta>=1.743641, g from E/mc2=1.818053
kappa=-2: E/mc2=0.998220, <beta>=0.979001, direct g=1.310934
  g from <beta>=1.310934, g from E/mc2=1.331435
all tests passed
```
